# The best thin rectangular fin for a given amount of metal

## Problem

A heat sink on a chip package carries straight fins of rectangular profile. One fin has thickness $t$, length $L$ from base to tip, and width $W$ along the air flow. Its conductivity $k$ and the heat transfer coefficient $h$ on its two large faces are uniform. The base is held at an excess temperature $\theta_b$ above the air. No heat leaves through the tip, and the loss from the two narrow side edges is neglected. The fin is thin in the sense that

$$\mathrm{Bi}=\frac{ht}{2k}\ll 1 .$$

The profile area $A=Lt$ is fixed, which fixes the volume of metal per unit width. The thickness may vary, with $L=A/t$ following it, while $h$, $k$ and $\theta_b$ stay the same.

1. Estimate by scaling the thickness that removes most heat.
2. Find the value of $mL$ at the optimum, where $m=\sqrt{2h/(kt)}$, and show that there is a single maximum.
3. Evaluate both answers for an aluminium fin with $k=200$ W/(m K), $h=40$ W/(m² K), $A=20$ mm², $W=60$ mm and $\theta_b=40$ K, and compare them.
4. Decide how far the neglected effects move the result.

The constraint is essential. At fixed thickness a longer fin of this kind removes more heat, so there would be no best length.

## First estimate by scaling

Let $q'$ be the heat removed per unit width. Two extreme shapes are easy to treat.

A short, thick fin conducts so well that all of it sits near the base temperature. Its two faces have area $2L$ per unit width, so

$$q'\approx 2hL\theta_b=\frac{2hA\theta_b}{t}.$$

This grows as the fin is made thinner, because the same metal then offers more surface.

A long, slender fin is cold over most of its length. Only a stretch of some length $\ell$ near the base works. Conduction into this stretch is about $kt\theta_b/\ell$, and the loss from its faces is about $2h\ell\theta_b$. Equating the two gives $\ell=\sqrt{kt/(2h)}=1/m$, and therefore

$$q'\approx \frac{2h\theta_b}{m}=\sqrt{2hkt}\,\theta_b .$$

This grows as the fin is made thicker. The best shape should lie near the thickness $t_s$ at which the two expressions meet:

$$\frac{2hA}{t_s}=\sqrt{2hkt_s}
\quad\Rightarrow\quad
t_s^{3/2}=A\sqrt{\frac{2h}{k}}
\quad\Rightarrow\quad
t_s=\left(\frac{2hA^2}{k}\right)^{1/3}.$$

Since $L=A/t$, the middle equation also says $mL=1$: the fin is as long as the distance over which its temperature decays. The heat at the crossing is

$$q'_s=\sqrt{2hk}\left(\frac{2hA^2}{k}\right)^{1/6}\theta_b=(4h^2kA)^{1/3}\theta_b .$$

For the given fin,

$$t_s=\left(\frac{2\cdot 40\cdot(2\times10^{-5})^2}{200}\right)^{1/3}\text{m}
=(1.6\times10^{-10})^{1/3}\ \text{m}=0.543\ \text{mm},$$

$$q'_s=(4\cdot 40^2\cdot 200\cdot 2\times10^{-5})^{1/3}\cdot 40\ \text{W/m}
=(25.6)^{1/3}\cdot 40\ \text{W/m}=118\ \text{W/m}.$$

## Exact solution of the thin-fin model

### Temperature and heat

Let $x$ run from the base to the tip. Because $\mathrm{Bi}\ll1$, the temperature hardly varies across the thickness, and the excess may be written $\theta(x)$. The heat conducted along the fin, per unit width, is $-kt\,\theta'(x)$. Between $x$ and $x+dx$ this flow falls by the amount lost from the two faces, $2h\theta\,dx$. Hence

$$kt\,\theta''=2h\theta,\qquad \theta''=m^2\theta,\qquad \theta(0)=\theta_b,\quad \theta'(L)=0 .$$

The solution with zero slope at $x=L$ is a multiple of $\cosh[m(L-x)]$. The base condition fixes the multiple:

$$\theta(x)=\theta_b\,\frac{\cosh[m(L-x)]}{\cosh\beta},\qquad \beta=mL .$$

Its slope at the base is $\theta'(0)=-m\theta_b\tanh\beta$. Since $ktm=\sqrt{2hkt}$,

$$q'=-kt\,\theta'(0)=\sqrt{2hkt}\;\theta_b\tanh\beta .$$

The loss from the faces must agree. It is $\int_0^L2h\theta\,dx=(2h/m)\theta_b\tanh\beta$, and $2h/m=\sqrt{2hkt}$, as required.

### One variable

With $L=A/t$,

$$\beta=\sqrt{\frac{2h}{kt}}\,\frac At=\sqrt{\frac{2h}{k}}\,A\,t^{-3/2}.$$

Solving for $t$, and then using $L=A/t$, gives

$$t=\left(\frac{2hA^2}{k\beta^2}\right)^{1/3}=t_s\,\beta^{-2/3},\qquad
L=\left(\frac{kA\beta^2}{2h}\right)^{1/3}.$$

The factor $\sqrt t$ in $q'$ equals $\sqrt{t_s}\,\beta^{-1/3}$, so

$$q'=(4h^2kA)^{1/3}\theta_b\,g(\beta),\qquad g(\beta)=\beta^{-1/3}\tanh\beta .$$

All the dependence on shape is in $g$.

### The maximum

It is convenient to differentiate $\ln g=-\tfrac13\ln\beta+\ln\tanh\beta$ with respect to $\ln\beta$. Since

$$\frac{d\ln\tanh\beta}{d\beta}=\frac{1}{\sinh\beta\cosh\beta}=\frac{2}{\sinh2\beta},$$

multiplication by $\beta$ gives

$$\frac{d\ln g}{d\ln\beta}=-\frac13+\frac{2\beta}{\sinh2\beta}.$$

This vanishes when

$$\sinh 2\beta=6\beta .$$

Put $x=2\beta$, so that the condition reads $\sinh x/x=3$. The series $\sinh x/x=1+x^2/3!+x^4/5!+\dots$ has positive coefficients, so the ratio rises steadily from 1 to infinity and equals 3 at one positive $x$. Below that point the slope of $\ln g$ is positive, and above it negative. The stationary point is therefore the single maximum.

The root is easily bracketed. At $\beta=1.419$, $\sinh2\beta=8.512$ is below $6\beta=8.514$. At $\beta=1.420$, $\sinh2\beta=8.529$ is above $6\beta=8.520$. More digits give

$$\beta_{\rm opt}=1.4192,\qquad g(\beta_{\rm opt})=0.7915 .$$

The greatest heat is thus

$$q'_{\max}=0.7915\,(4h^2kA)^{1/3}\theta_b=1.256\,(h^2kA)^{1/3}\theta_b .$$

### The aluminium fin

The scaling thickness is multiplied by $\beta_{\rm opt}^{-2/3}=0.792$:

$$t=0.792\cdot0.543\ \text{mm}=0.430\ \text{mm},\qquad
L=\frac{20\ \text{mm}^2}{0.430\ \text{mm}}=46.5\ \text{mm}.$$

The heat is $q'=0.7915\cdot118\ \text{W/m}=93.3$ W/m, or $93.3\cdot0.060=5.60$ W for the whole fin.

The fin efficiency compares this heat with that of a fin held everywhere at the base temperature:

$$\eta=\frac{q'}{2hL\theta_b}=\frac{\tanh\beta}{\beta}=0.627 .$$

The tip excess is $\theta_b/\cosh\beta=0.457\cdot40\ \text{K}=18.3$ K. A high efficiency is therefore not the aim when metal is limited: a thicker, shorter fin has a higher $\eta$ but too little surface.

As a test that does not use the hyperbolic solution, the fin equation was solved by finite differences on 2000 intervals and the heat was maximised directly over $t$ at fixed $A$. The search gave $\beta=1.41923$ and 93.305 W/m, in agreement with the formulas.

## Comparison of the estimate and the solution

The scaling argument finds the correct dependence on $h$, $k$, $A$ and $\theta_b$. It puts the optimum at $\beta=1$ instead of 1.419, and its thickness is 26% above the true optimum. Its heat, 118 W/m, is also too high, by the factor $1/0.7915=1.26$. The sign of this error follows from $\tanh\beta<\beta$ and $\tanh\beta<1$: both limiting expressions lie above the true heat, so their crossing lies above the maximum.

A fin actually built with the scaling thickness does much better than that error suggests. At $\beta=1$, $g=\tanh1=0.762$, which is 3.8% below the maximum. To see why the penalty is small, differentiate once more. With $x=2\beta$,

$$\frac{d}{d\ln\beta}\frac{x}{\sinh x}=\frac{x}{\sinh x}\,(1-x\coth x).$$

At the optimum $x/\sinh x=1/3$, so the curvature of the maximum is

$$c=-\frac{d^2\ln g}{d(\ln\beta)^2}=\frac{2\beta\coth2\beta-1}{3}=0.619 .$$

A small error $\delta\ln\beta$ costs a fraction $\tfrac12c(\delta\ln\beta)^2$ of the heat. For $\beta=1$, $\delta\ln\beta=-0.350$ and the predicted loss is $0.5\cdot0.619\cdot0.1226=3.8\%$.

Larger errors are not symmetric. At fixed $A$, half the optimum thickness keeps 79.4% of the maximum heat, and double the thickness keeps 73.7%. The reason lies in the two limits. Halving $t$ multiplies $\beta$ by $2^{3/2}$, to 4.01. There $\tanh\beta$ has risen from 0.889 to 0.999, which partly offsets the factor $1/\sqrt2$ from $\sqrt t$. Doubling $t$ lowers $\beta$ to 0.50, where $\tanh\beta=0.464$, and the gain of $\sqrt2$ does not make up for it.

The law $q'_{\max}\propto A^{1/3}$ also bears on the number of fins. Doubling the heat of one optimised fin takes eight times the metal. Dividing the same metal between two optimised fins gives $2\cdot2^{-1/3}=2^{2/3}=1.587$ times the heat of one. This holds while $h$ and the air temperature are unchanged; it says nothing about how closely fins may be packed.

## Where the thin-fin result fails

### Conduction across the thickness

The assumption $\mathrm{Bi}\ll1$ can be tested with the two-dimensional temperature. Let $y$ run across the fin from $-\delta$ to $\delta$, with $\delta=t/2$. Solutions of Laplace's equation that are even in $y$ and have an insulated tip are

$$\cos(\lambda_ny)\,\frac{\cosh[\lambda_n(L-x)]}{\cosh\lambda_nL},\qquad a_n\tan a_n=\mathrm{Bi},\quad a_n=\lambda_n\delta .$$

The condition on $a_n$ expresses $-k\,\partial_y\theta=h\theta$ at $y=\delta$. For two different modes $p$ and $n$,

$$(\lambda_p^2-\lambda_n^2)\int_{-\delta}^{\delta}\cos\lambda_py\cos\lambda_ny\,dy
=2\cos a_p\cos a_n\,(\lambda_p\tan a_p-\lambda_n\tan a_n)=0,$$

because both products in the last bracket equal $h/k$. The modes are orthogonal, and a uniform base excess $\theta_b$ has the coefficients

$$C_n=\theta_b\,\frac{\int\cos\lambda_ny\,dy}{\int\cos^2\lambda_ny\,dy}
=\frac{2\theta_b\sin a_n}{a_n+\sin a_n\cos a_n}.$$

Integrating the base flux over $y$ gives

$$q'=2k\theta_b\sum_{n\ge0}\frac{2\sin^2a_n}{a_n+\sin a_n\cos a_n}\tanh\frac{a_nL}{\delta}.$$

For small $\mathrm{Bi}$ the first root obeys $a_0^2+a_0^4/3\approx\mathrm{Bi}$, so $a_0\approx\sqrt{\mathrm{Bi}}\,(1-\mathrm{Bi}/6)$. The fraction in front of the tanh is $a_0$ with a relative correction of order $a_0^4$, because the terms $-a_0^2/3$ in numerator and denominator cancel. The first term is thus $2k\theta_b\,a_0\tanh(a_0L/\delta)$. With $a_0=\sqrt{\mathrm{Bi}}$ this is the thin-fin result.

The correction $-\mathrm{Bi}/6$ acts once through the factor $a_0$ and again through the tanh, whose logarithmic slope at the optimum is $1/3$. The leading relative change in heat is

$$-\frac{\mathrm{Bi}}6\left(1+\frac13\right)=-\frac{2\,\mathrm{Bi}}9 .$$

The higher modes add relative terms of order $\mathrm{Bi}^{3/2}$. In the example $\mathrm{Bi}=4.3\times10^{-5}$, and the change is $-0.00096\%$ from this formula and $-0.00095\%$ from the maximised series.

Strong liquid cooling is a different case. With $h=20\,000$ W/(m² K) and the same $k$ and $A$, the maximised series has $\mathrm{Bi}=0.165$. Its optimum is at $\beta=1.50$, and its heat is 3.1% below the optimum of the thin-fin formula. The thickness there is $2k\,\mathrm{Bi}/h=3.3$ mm and the length 6.1 mm, so an insulated tip is itself a poor assumption. With the same $h$ on the tip, the heat in this case rises steadily as the fin is made shorter and thicker, from $\beta=2$ down to $\beta=0.2$, and no local optimum is left in that range.

### Heat leaving the tip and the side edges

If the tip has the same $h$ as the faces, its area $t$ per unit width acts to first order like an extra length $t/2$ with two faces. The relative gain is the relative increase in length times the logarithmic slope of the tanh:

$$\frac{t}{2L}\cdot\frac13=\frac{0.430}{2\cdot46.5\cdot3}=0.15\% .$$

The numerical solution gives 0.155%, with the optimum at $\beta=1.408$.

This optimum is a local maximum, however. A slab 200 mm thick and 0.1 mm long has the same profile area, and its front face loses about $ht\theta_b=40\cdot0.2\cdot40=320$ W/m, more than the fin. The loss grows without limit as $t$ grows. Such a slab is not a fin, and the bare base beneath it would have lost nearly the same heat. For the optimum fin the heat that the covered base would have lost is 0.74% of the fin heat.

The two narrow side edges have area $tL$ each, against $WL$ for each large face. With the same $h$ they act like a relative increase of $h$ by $t/W=0.43/60=0.7\%$. Since $q'_{\max}\propto h^{2/3}$, the heat rises by about $\tfrac23\cdot0.7\%=0.5\%$.

## The fin in a real heat sink

The parameters are rough typical values for an aluminium heat sink in forced air. The least secure assumptions concern the air: it warms as it passes, and $h$ varies over the fin.

Take a channel gap $s=3$ mm, an air speed $u=5$ m/s and an inlet temperature of 308 K, and hold these and $h$ fixed. In a row of fins each fin faces two half-channels, so one channel of air serves one fin. The bare base between the fins also heats this air, by about 0.3 K, which is left out here. If the air is mixed over the channel height, the local excess $\theta_b(z)$ along the flow obeys $C\,d\theta_b/dz=-G\theta_b$. Here $C$ is the heat capacity rate of the channel air and $G=q'/\theta_b=2.33$ W/(m K). Integration over the width gives

$$Q=C\theta_b(1-e^{-N}),\qquad N=\frac{GW}{C},$$

with $\theta_b$ now the value at the inlet. Here $C=0.804$ W/K and $N=2.33\cdot0.060/0.804=0.174$. The heat falls from 5.60 to 5.14 W, by 8.2%, and the air warms by 6.4 K. This model leaves out conduction in the fin along the flow; including it gives 5.13 W, a fall of 8.3%, and leaves the optimum found next unchanged to the digits shown.

The optimum moves as well, because a longer fin has a taller channel and more air: $C\propto L\propto\beta^{2/3}$. For small $N$, $\ln Q$ contains the extra term $-N/2$. Near the maximum $G$ is stationary, so $N\propto\beta^{-2/3}$ and the extra slope is $N/3$. Balancing it against the curvature gives

$$\delta\ln\beta\approx\frac{N}{3c}=\frac{0.174}{3\cdot0.619}=0.094,$$

or $\beta\approx1.56$, which is also the numerical result. The new thickness is 0.404 mm, but changing to it gains just 0.27% of the heat. Full mixing is an idealisation, since the flow in such a channel is laminar. With no mixing over the height the heat falls by about 8.7% instead of 8.2%, and the optimum lies near $\beta=1.52$.

A coefficient that varies along the fin has an effect of similar size. Let $h$ change by $\delta h(x)$ and $\theta$ by $\theta_1$, with $\theta_1(0)=0$ and $\theta_1'(L)=0$. To first order $kt\,\theta_1''-2h\theta_1=2\,\delta h\,\theta$. Multiplying by $\theta$ and integrating by parts twice leaves the base term,

$$-kt\,\theta_b\theta_1'(0)=2\int_0^L\delta h\,\theta^2dx
\quad\Rightarrow\quad
\delta q'=\frac{2}{\theta_b}\int_0^L\delta h\,\theta^2dx .$$

The weight $\theta^2$ is greatest at the base, so a deficit there is not repaid by an equal surplus at the tip. For $h$ rising linearly from 30% below its mean at the base to 30% above it at the tip, the re-optimised heat is 5.4% lower than for uniform $h$, and the optimum is at $\beta=1.28$. This profile is an assumed one, chosen to size the effect.

Radiation is smaller. Treating the channel openings as black surfaces at the base temperature, with surroundings at 308 K, bounds the radiation leaving one channel by 0.148 W, or 2.6% of the fin heat.

For this fin, then, warming of well-mixed air moves the best $\beta$ to 1.56, and the assumed profile of $h$ moves it to 1.28, each taken alone. A profile with the larger $h$ at the base would move it upwards instead. The flat maximum makes such shifts cheap, whereas each of these effects changes the heat itself by several per cent. The value 1.419 is a sound starting shape while $\mathrm{Bi}$ and $N$ are small and $h$ does not depend strongly on the fin's proportions. It maximises the heat per fin. If the aim is heat per unit width of base, at the same gap and the same metal per fin, thinner fins pack closer: for this fin with well-mixed warming air the best $\beta$ moves to about 1.8, for a gain of about 1.5%.

## Computed results

```
INPUTS (rough typical values)
conductivity k = 200 W/(m K)
surface coefficient h = 40 W/(m^2 K)
profile area A = 20 mm^2
fin width W = 60 mm
base excess temperature = 40 K
air inlet temperature = 308 K
channel gap = 3 mm, air speed = 5 m/s
OPTIMUM (insulated tip)
root of sinh(2b) = 6b: beta = 1.419223 (no unit)
beta from finite-difference search = 1.41923 (no unit)
g(beta) at maximum = 0.79146 (no unit)
prefactor 4^(1/3) g = 1.2564 (no unit)
thickness = 0.4299 mm
length = 46.53 mm
heat per width, formula = 93.305 W/m
heat per width, finite differences = 93.305 W/m
heat of whole fin = 5.598 W
fin efficiency = 0.6267 (no unit)
tip excess / base excess = 0.4571 (no unit)
tip excess temperature = 18.28 K
FLATNESS AND SCALING
curvature in ln(beta), formula = 0.6193 (no unit)
curvature, finite differences = 0.6189 (no unit)
heat at half thickness / maximum = 0.7945
heat at double thickness / maximum = 0.7370
heat ratio for 8 times the area = 2.0000
two fins of half area / one fin = 1.5874
THIN-FIN ASSUMPTION
Biot number of example = 4.30e-05 (no unit)
2D heat relative to 1D, change = -0.00095 %
strong cooling h = 20000 W/(m^2 K)
its Biot number = 0.165 (no unit)
its 2D optimum beta = 1.4982
its 2D heat relative to 1D, change = -3.07 %
NEGLECTED EFFECTS IN THE EXAMPLE
convecting tip: local optimum beta = 1.4079
convecting tip: heat change = 0.155 %
slab 200 mm thick, convecting tip: 320.3 W/m
heat of covered base / fin heat = 0.74 %
h from -30% to +30%: optimum beta = 1.2814
h from -30% to +30%: heat change = -5.42 %
air heat capacity rate = 0.8036 W/K
air temperature rise = 6.39 K
fin heat with warming air = 5.138 W
warming air: heat change = -8.22 %
warming air: optimum beta = 1.5605
warming air: optimum thickness = 0.4035 mm
gain from re-optimising = 0.266 %
radiation, upper bound = 0.148 W
radiation bound / fin heat = 2.64 %
```
